# How averaging energy and free energy reduces smearing error in metals, part 2

A calculation on a metal uses Fermi-Dirac occupations of width $\tau = kT$, an energy. It estimates the ground-state energy $E_0$ by Gillan's average $A$ of the energy $E$ and the free energy $F = E-\tau S$. How good is this estimate? The electrons are independent, with a fixed density of states $D(\varepsilon)$, spin included. With $y = (\varepsilon-\mu)/\tau$ and $f = 1/(e^{y}+1)$,

$$N = \int D f\,d\varepsilon,\qquad E = \int \varepsilon D f\,d\varepsilon,\qquad S = \int D\,s\,d\varepsilon,$$

$$s = -f\ln f-(1-f)\ln(1-f),\qquad A = \tfrac12(E+F).$$

$S$ is in units of $k$. The fixed electron number $N$ determines $\mu = \varepsilon_F+\delta$, where $\varepsilon_F$ is the Fermi energy and $\delta = \delta_2+\delta_4+\dots$ with $\delta_n\propto\tau^n$. $N_0(\varepsilon)$ is the number of states below $\varepsilon$. The function $\Phi(\mu) = \mu N-\int N_0f\,d\varepsilon$ is maximal at the physical $\mu$, where it equals $F$.

Without an argument, $D, D', D'',\dots$ are values at $\varepsilon_F$, with $D>0$. Let $a = c_1\tau^2$, $b = c_2\tau^4$, $c_1 = \pi^2/6$, $c_2 = 7\pi^4/360$, $c_3 = 31\pi^6/15120$. For $\tau$ small compared with the distance from the Fermi level to the nearest band edge or van Hove singularity, $F = E_0+F_2\tau^2+F_4\tau^4+F_6\tau^6+\dots$, with

$$\delta_2 = -\frac{aD'}{D},\qquad \delta_4 = -\frac{1}{D}\left(\tfrac12D'\delta_2^2+aD''\delta_2+bD'''\right). \tag{7}$$

$$F_2 = -\frac{\pi^2}{6}D,\qquad F_4 = \frac{\pi^4}{360}\left(\frac{5D'^2}{D}-7D''\right), \tag{8}$$

$$F_6 = c_1^3\left(\frac{D'^4}{6D^3}-\frac{D''D'^2}{2D^2}\right)+c_1c_2\frac{D'D'''}{D}-c_3D''''. \tag{9}$$

The leading term is $F_2\tau^2 = -\tfrac12\gamma T^2$, with the Sommerfeld coefficient $\gamma = \pi^2k^2D/3$. Exactly, for any fixed spectrum,

$$\frac{dF}{d\tau} = -S \tag{10}$$

so a term $F_n\tau^n$ enters the three quantities as

$$F:\ F_n\tau^n,\qquad E:\ (1-n)F_n\tau^n,\qquad A:\ \left(1-\tfrac n2\right)F_n\tau^n. \tag{11}$$

Hence

$$A = \tfrac12(E+F) = E_0-F_4\tau^4-2F_6\tau^6-\dots \tag{12}$$

A program checks these results numerically.

Q: Does $F_4$ have a definite sign? If it did, the average would be a bound on $E_0$.

A: It has no definite sign. The two terms in (8) have different origins. The term $-c_2D''$ says that the smeared electrons sample the density of states over a window: where $D$ curves upward there are more states on both sides of the Fermi level than the tangent line to $D$ would offer (the slope of that line drops out against the even function $s$), the entropy is larger and $F$ is lower. The term $c_1^2D'^2/(2D)$ is the effect of holding $N$ fixed. It is never negative, because $\Phi$ is maximal at the true $\delta$ and so exceeds its value at $\delta = 0$. A concave $D$ gives $F_4>0$ and an average below $E_0$ at small $\tau$. A sufficiently convex one, with $7DD''>5D'^2$, gives $F_4<0$ and an average above $E_0$. Where $7DD'' = 5D'^2$ the error starts at $\tau^6$ or later. In contrast, $F$ and $E$ are bounds for a fixed spectrum: $F\le E_0$ because (10) makes $F$ decrease from $F(0) = E_0$, and $E\ge E_0$ because filling the lowest levels minimises the energy at fixed $N$.

Q: Put numbers on it. How large are these terms for a simple metal?

A: Take the free-electron gas with the round density parameter $r_s = 5$ bohr, and quote energies in eV per electron. The low density matters, because it makes $\varepsilon_F$ small and $\tau/\varepsilon_F$ comparatively large. The model has no lattice potential and no interactions, so the digits below serve to compare a series with an integral in this model, and they are not predictions for a real metal.

Counting plane waves with two spin directions gives the density $k_F^3/(3\pi^2)$, and setting it equal to $3/(4\pi r_s^3)$ gives $k_F = (9\pi/4)^{1/3}/r_s = 0.383832$ bohr$^{-1}$ and $\varepsilon_F = \hbar^2k_F^2/2m = 2.004482$ eV. The number of states per electron below $\varepsilon$ is $N_0 = (k/k_F)^3 = (\varepsilon/\varepsilon_F)^{3/2}$, so $D(\varepsilon) = \tfrac32\varepsilon^{1/2}\varepsilon_F^{-3/2}$ and $E_0 = \tfrac32\cdot\tfrac25\,\varepsilon_F = \tfrac35\varepsilon_F = 1.202689$ eV. Differentiating the square root repeatedly brings down the factors $\tfrac12,-\tfrac12,-\tfrac32,-\tfrac52$:

$$D = \frac{3}{2\varepsilon_F},\quad D' = \frac{D}{2\varepsilon_F},\quad D'' = -\frac{D}{4\varepsilon_F^2},\quad D''' = \frac{3D}{8\varepsilon_F^3},\quad D'''' = -\frac{15D}{16\varepsilon_F^4}.$$

The values are $0.748323$ eV$^{-1}$, $0.186662$ eV$^{-2}$, $-0.046561$ eV$^{-3}$, $0.034843$ eV$^{-4}$ and $-0.043456$ eV$^{-5}$. Then

$$F_2 = -1.644934\times0.748323 = -1.23094\ \text{eV}^{-1},$$

which in closed form is $-\pi^2/(4\varepsilon_F)$. The Sommerfeld coefficient is $\gamma = \pi^2k^2/(2\varepsilon_F) = 1.828\times10^{-8}$ eV/K$^2$ per electron, or $1.764$ mJ/(mol K$^2$). For the quartic term, $D'^2/D = D/(4\varepsilon_F^2) = -D''$, so the bracket in (8) is $(5+7)\,D/(4\varepsilon_F^2) = 3D/\varepsilon_F^2 = 9/(2\varepsilon_F^3)$ and

$$F_4 = \frac{\pi^4}{360}\cdot\frac{9}{2\varepsilon_F^3} = \frac{\pi^4}{80\,\varepsilon_F^3}.$$

Numerically, in the form with $c_1$ and $c_2$, $F_4 = (1.644934^2/2+1.894066)\times0.046561 = (1.352904+1.894066)\times0.046561 = 0.15118$ eV$^{-3}$. The three parts of (9) are $c_1^3\,(0.000483+0.001449) = 0.00860$, then $c_1c_2\times0.186662\times0.034843/0.748323 = 0.02708$, and $1.971102\times0.043456 = 0.08566$, which add to $F_6 = 0.12133$ eV$^{-5}$. The shift of the chemical potential from (7) is $\delta_2 = -c_1\tau^2/(2\varepsilon_F) = -\pi^2\tau^2/(12\varepsilon_F)$. It is negative because $D$ rises with energy: smearing at fixed $\mu$ would add more electrons above than it removes below.

Q: Those are the series. What do the integrals themselves give?

A: The definitions of $N$, $E$ and $S$ were integrated over the radial wave number, with $\mu$ solved from $N = 1$ and no expansion. In meV per electron:

| $\tau$ (eV) | $E-E_0$ | $F-E_0$ | $\gamma T^2/2$ | $A-E_0$ |
|---|---|---|---|---|
| 0.05 | 3.0745 | −3.0764 | 3.0774 | −0.00095 |
| 0.1 | 12.2634 | −12.2942 | 12.3094 | −0.01538 |
| 0.2 | 48.461 | −48.986 | 49.238 | −0.2625 |
| 0.3 | 106.50 | −109.44 | 110.78 | −1.469 |

Take $\tau = 0.1$ eV, which is $T = 1160.5$ K and $\tau/\varepsilon_F = 0.04989$. The leading term is $1.230942\times0.1^2$ eV $= 12.3094$ meV, the quartic term is $F_4\tau^4 = 0.015118$ meV, and $2F_6\tau^6 = 0.000243$ meV. The series for $F-E_0$ gives $-12.30942+0.01512+0.00012 = -12.29418$ meV against the integrated $-12.29417$ meV. The series for $E-E_0$ gives $12.30942-3\times0.015118-\tfrac52\times0.000243 = 12.26346$ meV against $12.26342$ meV. The average is $(12.26342-12.29417)/2 = -0.015375$ meV, and (12) gives $-0.015118-0.000243 = -0.015361$ meV, leaving $-0.000014$ meV for the higher orders. The error of the average relative to the error of $F$ is, at leading order, $F_4\tau^2/|F_2| = (\pi^2/20)(\tau/\varepsilon_F)^2 = 0.00123$, and the integrated values give $0.015375/12.294 = 0.00125$. At $\tau = 0.05$ and $0.1$ eV the program asserts the series for $E$, $F$ and $A$ through $\tau^6$, with tolerances proportional to $(\tau/\varepsilon_F)^8\varepsilon_F$.

The chemical potential behaves the same way. It is $\mu-\varepsilon_F = -4.11856$ meV against $\delta_2 = -4.10314$ meV, a difference of $-0.01542$ meV. Equation (7) accounts for most of it. In units of $\tau^4/\varepsilon_F^3$ the three terms of $\delta_4$ are $-\tfrac12\cdot\tfrac12\cdot c_1^2/4$, then $-c_1(-\tfrac14)(-c_1/2)$, and $-\tfrac38c_2$. Their sum is $-\tfrac{3}{16}\cdot\tfrac{\pi^4}{36}-\tfrac{21\pi^4}{2880} = -\tfrac{(15+21)\pi^4}{2880} = -\tfrac{\pi^4}{80}$. For this gas, then, $\delta_4 = -F_4\tau^4 = -0.01512$ meV. The identity (10) is tested too: a centred difference of $F$ at $\tau = 0.2$ eV gives $-0.4872388$, and the entropy from its definition is $0.487239$.

Q: Is the power really four? A small number can be small for other reasons.

A: The observed exponent between $\tau = 0.05$ and $0.1$ eV, the base-2 logarithm of the ratio of errors, is $1.9987$ for $F$ and $4.0185$ for $A$, and the program asserts closeness to 2 and 4. The departures follow from the next terms. For $A$ the error is $-F_4\tau^4(1+2F_6\tau^2/F_4)$ with $2F_6/F_4 = 1.605$ eV$^{-2}$. The bracket is $1.01605$ at $0.1$ eV and $1.00401$ at $0.05$ eV, and the base-2 logarithm of their ratio is $0.0172$. The leftover $0.000014$ meV, which is $0.09\%$ of the error at $0.1$ eV, adds $0.0013$, and the total is the observed $0.0185$. For $F$ the bracket is $1+F_4\tau^2/F_2$ with $F_4/F_2 = -0.1228$ eV$^{-2}$, which gives $-0.0013$.

A practical measure is the width at which each estimate misses $E_0$ by 1 meV per electron. It is $0.0285$ eV for both $E$ and $F$, in agreement with $\sqrt{0.001/1.230942} = 0.0285$ eV, and $0.2741$ eV for the average, a width $9.6$ times larger. The quartic term alone would give $(0.001/0.151183)^{1/4} = 0.285$ eV. The true width is smaller because the further contributions, taken together, have the same sign as the quartic one.

Q: In the last two rows your series is visibly off.

A: It is, and no test is made there. At $\tau = 0.2$ eV the two terms of (12) give $-0.24189-0.01553 = -0.25742$ meV against $-0.26251$ meV, a remainder of $-0.0051$ meV or $2\%$ of $A-E_0$. At $\tau = 0.3$ eV they give $-1.2246-0.1769 = -1.4015$ meV against $-1.4690$ meV, a remainder of $-0.0675$ meV or $5\%$. The quartic term alone misses by $8\%$ and $17\%$ of $A-E_0$. The remainder does not follow a single power. From $0.2$ to $0.3$ eV it grows by a factor of 13, where a pure $\tau^8$ term would grow by $1.5^8\approx26$, while from $0.1$ to $0.2$ eV it grows by somewhat more than $2^8$. The form of the remainder at these widths is not derived here. Even so, at $0.3$ eV the average misses $E_0$ by $1.5$ meV while $F$ misses it by $109$ meV.

Q: The gas has no Brillouin zone. Show me an actual sum over $k$ points, preferably one where the sign of the error is the other one.

A: Take a chain with one orbital per site, $\varepsilon(k) = -2t\cos k$ for $-\pi<k\le\pi$, and count per site. With two spins the states up to $|k| = k_F$ number $n = 2\cdot2k_F/(2\pi) = 2k_F/\pi$. The velocity is $v = d\varepsilon/dk = 2t\sin k = \sqrt{4t^2-\varepsilon^2}$, so $D = dn/d\varepsilon = 2/(\pi\sqrt{4t^2-\varepsilon^2})$. Let $R = 4t^2-\varepsilon^2$. Then $\ln D = \text{const}-\tfrac12\ln R$ gives $D'/D = \varepsilon/R$. Its derivative is $1/R+2\varepsilon^2/R^2$, and $D''/D = (D'/D)'+(D'/D)^2 = (R+3\varepsilon^2)/R^2 = (4t^2+2\varepsilon^2)/R^2$. Hence

$$F_4 = \frac{\pi^4}{360}\,D\,\frac{5\varepsilon_F^2-28t^2-14\varepsilon_F^2}{R^2} = -\frac{\pi^4}{360}\,D\,\frac{28t^2+9\varepsilon_F^2}{(4t^2-\varepsilon_F^2)^2},$$

negative at every filling. At $n = 0.6$ electrons per site, $k_F = 0.3\pi$, $\varepsilon_F = -1.175571\,t$, and $E_0 = -(4t/\pi)\sin k_F = -1.030072\,t$. The derivatives are $D = 0.393453/t$, $D' = -0.176671/t^2$ and $D'' = 0.388277/t^3$. So $F_2 = -1.644934\times0.393453/t = -0.64720/t$, and $F_4 = (1.352904\times0.176671^2/0.393453-1.894066\times0.388277)/t^3 = (0.10733-0.73542)/t^3 = -0.6281/t^3$. Equation (9) gives $F_6 = -8.269/t^5$.

The explicit sum over $N_k = 4000$ equally spaced points at $\tau = 0.02\,t$ gives $E-E_0 = 2.59186\times10^{-4}t$ and $F-E_0 = -2.58983\times10^{-4}t$, and the average is $A-E_0 = +1.0158\times10^{-7}t$. The quartic term is $0.628095\times0.02^4\,t = 1.0050\times10^{-7}t$, and the sixth-order term $2\times8.2694\times0.02^6\,t = 0.0106\times10^{-7}t$ brings it to $1.0155\times10^{-7}t$. The program asserts this agreement to $0.2\%$ of the predicted error and asserts that $A$ lies above $E_0$. The sixth-order coefficient is large because the band bottom, a van Hove singularity, is only $2t-1.176t = 0.824\,t$ away. At $\tau = 0.1\,t$ the converged error is $8.75\times10^{-5}t$, while the quartic term gives $6.28\times10^{-5}t$ and the two terms together $7.93\times10^{-5}t$, which is $9\%$ short.

Q: Four thousand points is no use to me. The purpose of smearing is to use few. What becomes of the argument on a coarse mesh?

A: On a finite mesh the density of states is a set of spikes, and the derivation applies only insofar as the sum reproduces the integral. There are two errors, the smearing error (12) and the mesh error, and on the whole they respond to $\tau$ in opposite ways. The mesh error can be estimated as follows. Let $g(k)$ be a periodic integrand such as $\varepsilon(k)f$, with Fourier series $g = \sum_m g_me^{imk}$. The mean of $e^{imk}$ over the points $k_j = 2\pi j/N_k$ is 1 if $m$ is a multiple of $N_k$ and 0 otherwise, so the mesh mean equals the exact mean $g_0$ plus $g_{N_k}+g_{-N_k}+\dots$. If $g$ is analytic for $|\mathrm{Im}\,k|<\kappa$, the contour in $g_m = \int ge^{-imk}dk/2\pi$ can be shifted by almost $\kappa$, so $|g_m|$ falls like $e^{-\kappa|m|}$. The nearest singularities of $f$ and $s$ are where $e^y = -1$, at $\varepsilon = \mu\pm i\pi\tau$, and linearising the band about $k_F$ places them at $\mathrm{Im}\,k\approx\pi\tau/v$. The mesh error therefore falls like $e^{-N_k\pi\tau/v}$, up to a prefactor and an oscillating phase. Since the level spacing at the Fermi level is $2\pi v/N_k$, the exponent is $2\pi^2\tau$ divided by the spacing.

For the chain, $v = 2/(\pi D) = 1.618\,t$, and at $\tau = 0.1\,t$ the rate is $\pi\tau/v = 0.194$ per point. The mesh errors of the average, relative to the 4000-point value, are $2.09\times10^{-3}t$, $3.55\times10^{-5}t$ and $6.1\times10^{-9}t$ for $N_k = 20$, 40 and 80, and a few times $10^{-15}t$ in magnitude for 160. The first step is a reduction by $0.017$, where the estimate gives $e^{-3.88} = 0.021$, and the second is $1.7\times10^{-4}$, where it gives $e^{-7.77} = 4.2\times10^{-4}$. The decay is exponential at roughly the estimated rate. The estimate omits the prefactor and the phase, and the only assertion made is that 160 points agree with 4000 to better than $10^{-10}t$. At $N_k = 20$ the mesh error is 24 times the smearing error of $8.75\times10^{-5}t$, and at $N_k = 40$ it has dropped below it. There it is still about $40\%$ of the smearing error. The smearing error describes the total error only once the mesh error lies far below it, as at $N_k = 80$.

Q: And if I keep the 20 points and lower the width, hoping to gain from the fourth power?

A: Then the law changes. With $\tau$ far below the level spacing, about $2\pi\times1.618\,t/20\approx0.5\,t$, the system is a finite one with shells. Twenty sites at $n = 0.6$ hold 12 electrons. The point $j = 0$ takes 2, the pairs $j = \pm1$ and $\pm2$ take 4 each, and the last 2 electrons go into the shell $j = \pm3$, which has $g = 4$ degenerate states. The chemical potential sits on that shell, each of its states has $f = \tfrac12$ and $s = \ln2$, and all other states are full or empty up to corrections exponential in spacing over $\tau$. So $E$ equals the mesh's own ground-state energy $E_0^{\text{mesh}}$, the entropy per site is the constant $g\ln2/N_k$, and

$$F-E_0^{\text{mesh}} = -\frac{\tau g\ln2}{N_k},\qquad A-E_0^{\text{mesh}} = -\frac{\tau g\ln2}{2N_k}.$$

This agrees with (11) for $n = 1$, where the factors are 0 and $\tfrac12$. The sums give $-3.46574\times10^{-4}t$ at $\tau = 0.005\,t$ and $-6.93147\times10^{-4}t$ at $\tau = 0.01\,t$, a linear law that the program asserts. It belongs to a partly filled highest shell. If that shell were full, the entropy and with it the linear term would be exponentially small. The larger defect is the reference itself: $E_0^{\text{mesh}}$ lies $8.49\times10^{-3}t$ above the true $E_0$, four times the mesh error at $\tau = 0.1\,t$.

The quartic error can have either sign, the gas and the chain confirm it numerically at small widths, and it describes the total error only when the mesh error lies far below it. What remains is the case of levels that respond to the occupations, densities of states that are constant or vanish at the Fermi level, and the question of forces.
